\section*{Why a methyl group on a planar twofold metal fragment turns sixfold}

\section{A number to explain}

Take the methylstannylium cation, CH$_3$SnH$_2^+$, with the SnH$_2$ group and the tin--carbon bond in one plane, and turn the methyl group rigidly about that bond. At the restricted Hartree--Fock level used below, the energy varies by only 0.45 microhartree. Now tip the SnH$_2$ plane by $20^\circ$, so that both Sn--H bonds lean to the same side, and turn the methyl group again. A threefold term of amplitude about 77 microhartree appears, more than a hundred times the sixfold amplitude of the planar ion (about 340 times in this basis; the small sixfold value, and with it the ratio, depends strongly on the basis).

The methyl group is the same in both cases and has three equivalent hydrogens. A threefold energy is therefore what one might expect in both. In the planar ion it is absent by symmetry. These notes prove this, show how the cancellation works, and mark where it fails.

\section{Statement and assumptions}

Let the metal--carbon line be the $z$ axis and let the metal fragment, called the frame, be fixed. The assumptions are:
\begin{enumerate}
\item The methyl group is rigid, and a turn by $2\pi/3$ about $z$ permutes its hydrogens.
\item The frame is rigid and planar. Its plane, taken as $xz$, contains the metal--carbon line.
\item The frame has a twofold axis, and this axis is the $z$ axis itself.
\item The electronic state is non-degenerate at every angle, and no external field acts.
\end{enumerate}
The torsion angle $\phi$ is measured about $z$ from the frame plane to one C--H bond, so the hydrogens have azimuths $\phi+2\pi j/3$ with $j=0,1,2$. Let $V(\phi)$ be the Born--Oppenheimer energy. The claim is
\begin{equation}
V(\phi)=a_0+a_6\cos6\phi+a_{12}\cos12\phi+\cdots .
\label{claim}
\end{equation}
The threefold term is zero by symmetry, and the sixfold term is the lowest one allowed. Symmetry permits $a_6$ to be nonzero but does not force it to be; a related frame of higher symmetry, for which it vanishes, is given below.

The third assumption carries the result. A planar frame may have a twofold axis that points elsewhere, and then the threefold term can survive.

\section{Proof from symmetry}

\subsection{Two periods}

Write $E(F,M_\phi)$ for the energy with the frame nuclei at positions $F$ and the methyl nuclei at $M_\phi$, so that $V(\phi)=E(F,M_\phi)$. Without an external field, this energy does not change when all nuclei are rotated or reflected together, nor when identical nuclei exchange places. Non-degeneracy ensures that we compare the same electronic state before and after.

Turn the methyl group alone by $2\pi/3$. Each hydrogen moves to a place held before by another hydrogen, and the carbon stays on the axis. The set of nuclear positions is unchanged, hence
\begin{equation}
V(\phi+2\pi/3)=V(\phi).
\label{three}
\end{equation}

Next turn the whole molecule by $\pi$ about $z$, an operation called $R$. Because $z$ is a twofold axis of the frame, $RF$ equals $F$ up to an exchange of identical nuclei. The methyl group is carried to $M_{\phi+\pi}$. Therefore
\begin{equation}
V(\phi)=E(F,M_\phi)=E(RF,RM_\phi)=E(F,M_{\phi+\pi})=V(\phi+\pi).
\label{two}
\end{equation}
The first equality is the definition, the second is rotational invariance, and the third uses the symmetry of the frame.

A function with periods $\pi$ and $2\pi/3$ also has their difference as a period:
\begin{equation}
\pi-\frac{2\pi}{3}=\frac{\pi}{3},
\qquad
V(\phi+\pi/3)=V(\phi).
\label{six}
\end{equation}

\subsection{Allowed harmonics}

Expand the energy as
\begin{equation}
V(\phi)=\sum_{n=-\infty}^{\infty}c_n e^{in\phi},
\qquad
c_n=\frac1{2\pi}\int_0^{2\pi}V(\phi)e^{-in\phi}\,d\phi .
\end{equation}
Replacing $\phi$ by $\phi+\pi/3$ multiplies the $n$th term by $e^{in\pi/3}$. Since \eqref{six} leaves $V$ unchanged and Fourier coefficients are unique,
\begin{equation}
c_n\left(e^{in\pi/3}-1\right)=0 .
\end{equation}
The bracket is zero only if $n\pi/3$ is a multiple of $2\pi$, that is, if $n$ is a multiple of 6. For every other $n$ the coefficient must vanish. For $n=3$ the bracket is $e^{i\pi}-1=-2$, so $c_3=0$.

\subsection{The phase}

Reflect the whole molecule in the $xz$ plane. The frame, the carbon and the metal lie in this plane and do not move. The hydrogen azimuths change sign, and the set $\{-\phi-2\pi j/3\}$ is the set of hydrogen azimuths for torsion angle $-\phi$. Thus
\begin{equation}
V(-\phi)=V(\phi),\qquad c_{-n}=c_n .
\end{equation}
The terms $n$ and $-n$ combine as $c_n(e^{in\phi}+e^{-in\phi})=2c_n\cos n\phi$, so $a_n=2c_n$ for $n>0$, and no sine terms occur. This completes the proof of \eqref{claim}.

The two properties of the frame have separate tasks. The twofold axis removes the threefold term; planarity fixes the phase of what remains. If the twofold torsion axis were perpendicular to the frame plane, \eqref{six} would still hold, but reflection in the frame plane would move the methyl group to the other side and would not exclude sine terms.

\section{How the threefold terms cancel}

The proof made no assumption about the form of the interaction. A sum of pair energies makes the cancellation visible. Let $u(\theta)$ be the energy between one hydrogen and one frame atom whose azimuths differ by $\theta$, and let the frame atoms be equivalent, with azimuths $\theta_l$. Then
\begin{equation}
V(\phi)=\sum_{j=0}^{2}\sum_l u\left(\phi+\frac{2\pi j}{3}-\theta_l\right).
\end{equation}
Insert $u(\theta)=\sum_n u_n e^{in\theta}$ and collect the factor of $e^{in\phi}$:
\begin{equation}
c_n=u_n\left(\sum_{j=0}^{2}e^{2\pi inj/3}\right)
\left(\sum_l e^{-in\theta_l}\right).
\label{factors}
\end{equation}
For the first sum put $q=e^{2\pi in/3}$. If $n$ is a multiple of 3, then $q=1$ and the sum is 3. Otherwise $q\ne1$ but $q^3=1$, and $1+q+q^2=(1-q^3)/(1-q)=0$. For two frame atoms at azimuths $0$ and $\pi$ the second sum is
\begin{equation}
1+e^{-in\pi}=1+(-1)^n ,
\end{equation}
which is 2 for even $n$ and 0 for odd $n$.

Each frame atom by itself therefore produces a threefold term. The atom on the opposite side produces one of the same size and opposite sign, because $\cos3(\phi-\pi)=-\cos3\phi$. The sixfold terms add, because $\cos6(\phi-\pi)=\cos6\phi$.

\section{A solvable pair energy}

\subsection{Closed form}

To show that $a_6$ need not vanish, take the repulsion $A e^{-\alpha r^2}$ with $A,\alpha>0$. Let $\rho$ and $\sigma$ be the distances of a hydrogen and a frame atom from the axis, and $h$ their separation along it. The law of cosines in the plane perpendicular to $z$ gives
\begin{equation}
r^2=h^2+\rho^2+\sigma^2-2\rho\sigma\cos\theta .
\end{equation}
With $x=2\alpha\rho\sigma$ and $P=A e^{-\alpha(h^2+\rho^2+\sigma^2)}$, the pair energy is
\begin{equation}
u(\theta)=P e^{x\cos\theta}.
\end{equation}
Its Fourier coefficients follow from two exponential series. Since $\cos\theta=(e^{i\theta}+e^{-i\theta})/2$,
\begin{equation}
e^{x\cos\theta}=
\sum_{m=0}^{\infty}\frac{(x/2)^m e^{im\theta}}{m!}
\sum_{k=0}^{\infty}\frac{(x/2)^k e^{-ik\theta}}{k!}.
\end{equation}
The factor of $e^{in\theta}$ for $n\ge0$ collects the terms with $m=n+k$:
\begin{equation}
I_n(x)=\sum_{k=0}^{\infty}\frac{(x/2)^{n+2k}}{k!\,(n+k)!}.
\label{bessel}
\end{equation}
This is the modified Bessel function. The factor of $e^{-in\theta}$ is the same, so
\begin{equation}
e^{x\cos\theta}=I_0(x)+2\sum_{n=1}^{\infty}I_n(x)\cos n\theta .
\end{equation}

Thus $u_n=P I_n(x)$. One frame atom at azimuth 0 has the factors 3 and 1 in \eqref{factors}; two opposite atoms have 3 and 2 for even $n$. Using $a_n=2c_n$,
\begin{align}
a_3^{\rm one}&=2\cdot3\cdot1\cdot P I_3(x)=6P I_3(x),\\
a_6^{\rm two}&=2\cdot3\cdot2\cdot P I_6(x)=12P I_6(x).
\label{a6}
\end{align}
Every term of \eqref{bessel} is positive for $x>0$, so $a_6^{\rm two}>0$. The maxima lie at $\phi=0$, with a C--H bond in the frame plane, and at every $60^\circ$ from there.

\subsection{Numbers}

Take $A=1$ hartree, $\alpha=0.2$ bohr$^{-2}$, $\rho=2$, $\sigma=3$ and $h=4$ bohr. Then
\begin{align}
x&=2(0.2)(2)(3)=2.4,\\
P&=e^{-0.2(16+4+9)}=e^{-5.8}=3.028\times10^{-3}\ \text{hartree}.
\end{align}
With $I_3=0.4079$ and $I_6=0.00508$,
\begin{align}
a_3^{\rm one}&=6(3.028\times10^{-3})(0.4079)=7.41\times10^{-3}\ \text{hartree},\\
a_6^{\rm two}&=12(3.028\times10^{-3})(0.00508)=1.85\times10^{-4}\ \text{hartree}.
\end{align}
Direct sums over the atoms, analysed on a full circle of angles, agree with both formulas. The opposite atom alone gives $-7.41\times10^{-3}$ hartree. With both atoms present the threefold term vanishes to rounding error.

\subsection{Weak and strong angular dependence}

For small $x$ the first term of \eqref{bessel} suffices, and the ratio of the two amplitudes is
\begin{equation}
\frac{a_6^{\rm two}}{a_3^{\rm one}}=\frac{2I_6}{I_3}
\simeq2\left(\frac x2\right)^3\frac{3!}{6!}
=\frac{(x/2)^3}{60}.
\label{small}
\end{equation}
The sixfold term needs three more powers of $x/2$, and the factorials reduce it further. Keeping the $k=1$ terms as well multiplies the result, to second order in $x$, by
\begin{equation}
1+\frac{x^2}{4}\left(\frac17-\frac14\right)=1-\frac{3x^2}{112}.
\end{equation}
At $x=0.24$ the leading law gives $2.880\times10^{-5}$. The correction lowers this by 0.15\%, to $2.876\times10^{-5}$, the value found from the direct sums. At $x=2.4$ the leading law gives $1.2^3/60=0.0288$, while the sums give 0.0249; the law is then 16\% too high relative to the sums.

For large $x$ the pair energy is a narrow peak at $\theta=0$, where $\cos\theta\simeq1-\theta^2/2$. The integral for the Fourier coefficient becomes Gaussian:
\begin{equation}
I_n(x)\simeq\frac{e^x}{2\pi}\int_{-\infty}^{\infty}
e^{-x\theta^2/2}\cos n\theta\,d\theta
=\frac{e^x}{\sqrt{2\pi x}}\,e^{-n^2/(2x)} .
\end{equation}
The ratio in \eqref{small} then tends to $2e^{-27/(2x)}$, which approaches 2. A small sixfold term is thus a feature of a smooth angular dependence; symmetry does not require it to be small.

\section{Where the result changes}

The following cases use the same pair energy and were checked by direct sums.

\textbf{Twofold axis in another direction.} Keep the frame in the $xz$ plane and move one atom 0.5 bohr towards the methyl group and the opposite atom 0.5 bohr away. The frame still lies in the $xz$ plane and still has twofold axes, one of them perpendicular to this plane, but none along $z$. The axial separations are $h_1=3.5$ and $h_2=4.5$ bohr, and the threefold terms no longer balance:
\begin{equation}
a_3=6A e^{-\alpha(\rho^2+\sigma^2)}I_3(x)
\left(e^{-\alpha h_1^2}-e^{-\alpha h_2^2}\right).
\end{equation}
The sums give $1.25\times10^{-2}$ hartree. The condition on the direction of the axis is therefore essential.

\textbf{Distorted methyl group.} Move one hydrogen from 2.0 to 2.2 bohr from the axis. The first sum in \eqref{factors} now has unequal weights and no longer vanishes for $n=2$. The frame allows every even $n$, so a twofold term appears, here $1.6\times10^{-3}$ hartree. This exceeds the sixfold amplitude of the undistorted group, $1.85\times10^{-4}$ hartree.

\textbf{Nonplanar frame.} Add a second pair of opposite atoms, turned by $25^\circ$ from the first, at 2.5 bohr from the axis and with an axial separation of 4.5 bohr from the methyl hydrogens. The $z$ axis is still twofold, so \eqref{six} holds, but the frame is no longer planar. If the second pair has sixfold amplitude $B$, it contributes
\begin{equation}
B\cos6(\phi-25^\circ)
=B\left(\cos150^\circ\cos6\phi+\sin150^\circ\sin6\phi\right).
\end{equation}
The printed sine amplitude, $2.15\times10^{-5}$ hartree, equals $B/2$, so $B=4.31\times10^{-5}$ hartree. The cosine amplitude should then be $1.846\times10^{-4}-0.866\,(4.31\times10^{-5})=1.473\times10^{-4}$ hartree, as found. The period is kept and the phase is shifted.

\textbf{Fourfold frame.} If the torsion axis is a $p$-fold axis of the frame, the argument that gave \eqref{two} gives the period $2\pi/p$. Then $n$ must be a multiple of both 3 and $p$. For $p=4$ the first allowed value is 12. Four equivalent atoms at right angles indeed have $a_6=0$ to rounding error and $a_{12}=1.5\times10^{-9}$ hartree. This frame does not lie in the $xz$ plane, but its fourfold axis is also a twofold axis and the $xz$ plane is a mirror plane of the frame, so $V$ has the form \eqref{claim} with $a_6=0$. A twofold axis thus allows a sixfold term but does not ensure one.

Half of this $a_{12}$ belongs to each opposite pair, because the twelvefold terms of the two pairs add. For the two-atom frame $a_{12}/a_6$ is thus $(0.755\times10^{-9})/(1.85\times10^{-4})\simeq4\times10^{-6}$, and the sixfold term dominates the angular variation there.

\section{The methylstannylium cation}

\subsection{Level and geometry}

The energy of a molecule is not a sum of pair energies, so a quantum calculation tests the symmetry argument in a more general setting. The level is restricted Hartree--Fock with the def2-SVP basis and its tin core potential. The chosen, unoptimized geometry has Sn--C, Sn--H and C--H lengths of 4.00, 3.20 and 2.06 bohr, a C--Sn--H angle of $120^\circ$ and an Sn--C--H angle of $110^\circ$.

\subsection{The planar ion}

Energies were computed at eight angles, $15^\circ$ apart, over one methyl period of $120^\circ$. Three of them, relative to $E(0^\circ)$, read
\begin{align}
E(30^\circ)-E(0^\circ)&=-0.450\ \text{microhartree},\\
E(60^\circ)-E(0^\circ)&=0.000\ \text{microhartree},\\
E(90^\circ)-E(0^\circ)&=-0.450\ \text{microhartree}.
\end{align}
A threefold term would give opposite contributions at $0^\circ$ and $60^\circ$, and a threefold sine term would do so at $30^\circ$ and $90^\circ$. Neither is seen. The threefold and ninefold amplitudes and the sixfold sine amplitude are zero to the printed digits; the test required them to be below 0.02 microhartree.

The sixfold cosine amplitude follows from \eqref{claim}. Since $\cos(6\cdot30^\circ)=-1$, and $\cos12\phi$ is 1 at both angles,
\begin{equation}
E(30^\circ)-E(0^\circ)=-2a_6,
\qquad
a_6=\frac{0.450}{2}=0.225\ \text{microhartree},
\end{equation}
where $a_{18}$ and the higher odd multiples of the sixfold term are neglected. The energy at $15^\circ$, $-0.225$ microhartree, lies midway between the extremes, so no twelvefold term is resolved.

In the lower orientation one C--H bond lies in the plane that contains the $z$ axis and is perpendicular to the frame plane. It lies 0.45 microhartree, or 1.2 J/mol, below the orientation with a C--H bond in the plane. The sign of $a_6$ is that of the repulsive pair model, but this agreement does not identify the cause in the ion. The size is an illustration at this level and is not converged. At the same geometry, Hartree--Fock with def2-TZVP stripped of its $f$ functions gives $a_6=0.64$ microhartree, and MP2 with def2-SVP gives about 0.05 microhartree; the sign is kept, but the size moves by factors of 3 to 4. Relaxation of the geometry and spin--orbit coupling are left out and may also change so small a difference. The absence of the threefold term rests on symmetry and does not depend on these choices, provided that the assumptions stated at the start hold.

\subsection{The folded ion}

Now tip the SnH$_2$ plane by $f=20^\circ$ about the line through tin parallel to $x$. Both Sn--H bonds leave the $xz$ plane on the same side, and $z$ is no longer a twofold axis. The reflection $x\to-x$ remains a symmetry of the frame. It sends azimuth $\phi$ to $\pi-\phi$, hence $V(\pi-\phi)=V(\phi)$. For the threefold functions,
\begin{equation}
\cos3(\pi-\phi)=-\cos3\phi,
\qquad
\sin3(\pi-\phi)=\sin3\phi ,
\end{equation}
so a sine term is allowed and a cosine term is not. Four energies show this:
\begin{align}
\tfrac12[E(0^\circ)-E(60^\circ)]&=0.00\ \text{microhartree},\\
\tfrac12[E(30^\circ)-E(90^\circ)]&=76.7\ \text{microhartree}.
\end{align}
The second combination is $b_3-b_9+\cdots$, with $b_n$ the sine amplitudes, so it is the threefold amplitude if the higher odd multiples of the threefold term are small. These four energies do not separate $b_9$ from $b_3$. Dividing by the planar sixfold amplitude gives $76.7/0.225\simeq341$, the ratio from which we began. With def2-TZVP stripped of its $f$ functions the combination is 77.5 microhartree, nearly the same, but the ratio falls to about 120 because the planar $a_6$ is larger there.

Symmetry also tells how the new term starts. Turning the whole molecule by $\pi$ about $z$ changes the fold angle from $f$ to $-f$ and the torsion angle from $\phi$ to $\phi+\pi$:
\begin{equation}
V(\phi+\pi;-f)=V(\phi;f).
\end{equation}
Because $\sin3(\phi+\pi)=-\sin3\phi$, the amplitude obeys $b_3(-f)=-b_3(f)$. If it is smooth in $f$, its expansion has odd powers alone and in general begins with a term linear in $f$. The threefold term is thus zero at the planar geometry and changes sign there. A small sixfold energy in a nearly planar fragment can therefore be hidden by a slight fold, if the fold is held fixed, for example by the surroundings. If instead the fold is free to relax at each $\phi$, the relation above gives the relaxed energy the period $\pi$, and hence $\pi/3$, again. With $V=\tfrac12kf^2+\beta f\sin3\phi$ and $k>0$, the minimum over $f$ is $-\beta^2(1-\cos6\phi)/(4k)$, so the coupling then adds to the sixfold term.

\section*{Values computed for the example and the checks}
\begin{verbatim}
PAIR MODEL
A = 1.0 hartree, alpha = 0.20 bohr^-2
rho = 2.0, sigma = 3.0, h = 4.0 bohr
x = 2 alpha rho sigma = 2.400 (no unit)
exponential prefactor = 3.027555e-03 hartree
I_3(x) = 0.407868, I_6(x) = 0.005081 (no unit)
one atom, a3 from sum = 7.409056e-03 hartree
one atom, a3 from formula = 7.409056e-03 hartree
opposite atom, a3 from sum = -7.409056e-03 hartree
two atoms, |a3| from sum = 2.2e-20 hartree
two atoms, a6 from sum = 1.846094e-04 hartree
two atoms, a6 from formula = 1.846094e-04 hartree
ratio a6(two)/a3(one) = 0.02492 (no unit)
small-x test: alpha = 0.02 bohr^-2, x = 0.24
  ratio from sums = 2.87556e-05, law = 2.88000e-05
perpendicular twofold axis, a3 = 1.2518e-02 hartree
one methyl H at 2.2 bohr, a2 = 1.6333e-03 hartree
nonplanar twofold frame, a6 = 1.4731e-04 hartree
nonplanar twofold frame, b6 = 2.1534e-05 hartree
fourfold frame, |a6| = 2.8e-19 hartree
fourfold frame, a12 = 1.5103e-09 hartree
CH3SnH2+, RHF/def2-SVP with tin core potential
Sn-C = 4.00, Sn-H = 3.20, C-H = 2.06 bohr
C-Sn-H = 120, Sn-C-H = 110 degrees
E(0 degrees) = -253.80573939 hartree
E(15 deg) - E(0) = -0.2249 microhartree
E(30 deg) - E(0) = -0.4497 microhartree
E(45 deg) - E(0) = -0.2248 microhartree
E(60 deg) - E(0) = 0.0000 microhartree
E(75 deg) - E(0) = -0.2248 microhartree
E(90 deg) - E(0) = -0.4497 microhartree
E(105 deg) - E(0) = -0.2248 microhartree
a3 = 0.0000, b3 = -0.0000 microhartree
a6 = 0.2249, b6 = -0.0000 microhartree
a9 = -0.0000, b9 = -0.0000 microhartree
largest forbidden amplitude = 0.00000 microhartree
E(30) - E(0) = -1.1807 J/mol
folded frame, fold angle = 20 degrees
  [E(0)-E(60)]/2 = -0.0000 microhartree
  [E(30)-E(90)]/2 = 76.6768 microhartree
  size relative to planar a6 = 341.0 (no unit)
\end{verbatim}
